\section*{Landau coefficients from noisy P–E data by weighted E/P regression}

\section{What an unguarded fit does}

Below a second-order ferroelectric transition, a single-domain crystal with a quartic Landau energy gives a straight line when $E/P$ is plotted against $P^2$. Its intercept $a$ and slope $b$ are the quadratic and quartic Landau coefficients. Fitting a line to every point of a measured branch can nevertheless fail badly. In the synthetic example below, the data were generated with $a=-10$ kV\,cm/$\mu$C and $b=6$ kV\,cm$^5$/$\mu$C$^3$; the unweighted line through all 80 points gives $-1.34$ and $2.99$ in the same units. The cause is low-field points at which the crystal holds opposite domains. A second fault remains after they are removed: $P$ enters both axes, so its noise biases the slope even in a weighted fit.

The scheme here selects points by field, weights them by the error of the whole residual, and keeps the noise of $P$ out of the factors that multiply the residual in the estimating equations.

\section{Model and residual}

Let $P$ be the total polarization $D-\varepsilon_0E$ along the polar axis. In mean field, for a homogeneous crystal at fixed temperature,
\begin{equation}
g=\tfrac a2P^2+\tfrac b4P^4-EP,\qquad a<0<b .
\end{equation}
Setting $\partial g/\partial P=0$ gives $E=aP+bP^3$, and division by $P$ gives
\begin{equation}
\frac EP=a+bP^2 .
\end{equation}
The second derivative is the inverse susceptibility
\begin{equation}
\kappa=a+3bP^2 ,
\end{equation}
which must be positive for stability. At $E=0$ the stable states are $\pm P_s$ with $P_s^2=-a/b$, where $\kappa=-2a$. Only $E>0$ is used below.

The readings are $E=E_0+\delta E$ and $P=P_0+\delta P$, with independent Gaussian errors of standard deviations $\sigma_E,\sigma_P$. Define $f=E-aP-bP^3$. Since $E_0=aP_0+bP_0^3$,
\begin{equation}
f=\delta E-\kappa\,\delta P-3bP_0\,\delta P^2-b\,\delta P^3 .
\label{f}
\end{equation}
The residual in the plot is $r=E/P-a-bP^2=f/P$. To leading order in the noise,
\begin{equation}
\operatorname{var}r=\frac{\sigma_E^2+\kappa^2\sigma_P^2}{P^2},\qquad
w\equiv\frac1{\operatorname{var}f}=\frac1{\sigma_E^2+\kappa^2\sigma_P^2}.
\end{equation}
Treating the errors of $E/P$ and $P^2$ as independent would miss their correlation, which this expression contains.

\section{Why plain weighting is biased}

Weighted least squares with weights $wP^2$ on $r$ requires $\sum wP^2r=0$ and $\sum wP^4r=0$. With $v=(P,P^3)$ and $\theta=(a,b)$ this is
\begin{equation}
\sum w\,v\,(E-v\cdot\hat\theta)=0 .
\end{equation}
Writing $\hat\theta=\theta+\delta\theta$ and $M=\sum w\,vv^{T}$ gives $\delta\theta=M^{-1}\sum w\,v f$. Here $w$ and $v$ are evaluated at the noisy $P$, so $wv\to wv+(wv)'\delta P$, the prime meaning $d/dP$. Averaging the product with (\ref{f}) to order $\sigma_P^2$,
\begin{equation}
\langle wvf\rangle=wv\,(-3bP\sigma_P^2)+(wv)'(-\kappa\sigma_P^2),
\end{equation}
and therefore
\begin{equation}
\langle\delta\theta\rangle=-\sigma_P^2M^{-1}\sum\left[\kappa(wv)'+3bP\,wv\right].
\label{bias}
\end{equation}
This neglects the correlation between the noise in $M$ and $f$, which is smaller by a factor of order $1/N$ for $N$ points, and the effect of fitted parameters inside $w$.

The sign of the slope error follows when $\sigma_E\ll\kappa\sigma_P$. Then $w\propto\kappa^{-2}$ and $\kappa'=6bP$, so $-\kappa w'v=12bP\,wv$. Together with $-3bP\,wv$ this makes $9bP\,wv$, equivalent to an offset $9b\sigma_P^2P$ in $f$, which shifts $a$ alone. What remains is $-\kappa wv'$ with $v'=(1,3P^2)$. Let $\bar z$ be the mean of $P^2$ with weights $wP^2$. Eliminating $a$ (second component minus $\bar z$ times the first) leaves
\begin{equation}
\langle\delta b\rangle=-\sigma_P^2\,
\frac{\sum w\kappa\,(3P^2-\bar z)}{\sum wP^2(P^2-\bar z)^2}.
\end{equation}
In the example $3P^2>3P_s^2=5.0$, while $\bar z$ cannot exceed the largest $P^2$, $1.860^2=3.46$ (in $\mu$C$^2$/cm$^4$). Every term in the numerator is positive, so the slope comes out too small.

In 3000 synthetic single-domain loops, fitted at fixed fields from 5.75 to 20 kV/cm, the mean error of $b$ was $-0.066$ kV\,cm$^5$/$\mu$C$^3$; equation (\ref{bias}) predicts $-0.071$. That is $0.71$ standard deviations of one loop. Averaging the fitted coefficients of many loops would reduce the scatter but leave this error. Averaging the readings at each field before the fit does reduce it, because the bias is proportional to $\sigma_P^2$.

\section{The corrected regression}

Let $P^*$ be the stable root of $aP^*+bP^{*3}=E$ at the measured $E$ and current coefficients. It does not contain $\delta P$ of its own point, apart from a weak dependence through the fitted coefficients. With $y=E/P$, $x=P^2$, $z=P^{*2}$ and
\begin{equation}
W=wP^*P,
\end{equation}
where $w$ is evaluated at $P^*$, solve
\begin{equation}
\sum W(y-a-bx)=0,\qquad \sum Wz(y-a-bx)=0 .
\end{equation}
Since $Pr=f$, these are $\sum wP^*f=0$ and $\sum wP^{*3}f=0$: the noisy $P$ has left the factors multiplying $f$. Let $\bar z=\sum Wz/\sum W$. Subtracting $\bar z$ times the first equation from the second removes $a$, because $\sum W(z-\bar z)=0$. Hence
\begin{equation}
b=\frac{\sum W(z-\bar z)y}{\sum W(z-\bar z)x},\qquad
a=\frac{\sum Wy-b\sum Wx}{\sum W}.
\label{est}
\end{equation}

Two of the small biases that remain are easily estimated. First, $\langle P^3\rangle=P_0^3+3P_0\sigma_P^2$, so
\begin{equation}
\langle aP+bP^3\rangle=E_0+3b\sigma_P^2P_0 .
\end{equation}
The fit absorbs the extra term by returning $a-3b\sigma_P^2$, and $3b\sigma_P^2$ is added back. In the example this is $3(6.07)(0.01)^2=0.0018$ kV\,cm/$\mu$C, negligible there.

Second, $\delta E$ moves $P^*$ by $\delta E/\kappa$ and is correlated with $f$. The product contributes $(wv)'\sigma_E^2/\kappa$ in place of $-(wv)'\kappa\sigma_P^2$, smaller by the factor $(\sigma_E/\kappa\sigma_P)^2$. Between $P_s$ and the top field of the example, $\kappa$ runs from 20 to 52 kV\,cm/$\mu$C, so this factor lies between about 6\,\% and 1\,\%. If the programmed field is known better than its readback, it should be used to compute $P^*$.

\section{Error propagation}

To leading order $\delta\theta=M^{-1}\sum wv^*f$, with $v^*=(P^*,P^{*3})$. As $\operatorname{var}f=1/w$, the covariance is $M^{-1}(\sum wv^*v^{*T})M^{-1}=M^{-1}$. Put $\omega=wP^{*2}$, $S=\sum\omega$, $\bar z=\sum\omega z/S$ (now with weights $\omega$) and $Q=\sum\omega(z-\bar z)^2$. Then
\begin{equation}
M=\begin{pmatrix}S&S\bar z\\S\bar z&Q+S\bar z^2\end{pmatrix},\qquad \det M=SQ,
\end{equation}
and inversion gives
\begin{equation}
\operatorname{var}a=\frac1S+\frac{\bar z^2}{Q},\qquad
\operatorname{var}b=\frac1Q,\qquad
\operatorname{cov}(a,b)=-\frac{\bar z}{Q}.
\end{equation}
The covariance is negative because the data lie to the right of $P^2=0$: a steeper line through their centre has a lower intercept.

For $P_s^2=-a/b$, differentiation gives $\delta(P_s^2)=-(\delta a+P_s^2\delta b)/b$, so
\begin{equation}
\operatorname{var}(P_s^2)=\frac{\operatorname{var}a+P_s^4\operatorname{var}b+2P_s^2\operatorname{cov}(a,b)}{b^2},
\qquad \sigma(P_s)=\frac{\sigma(P_s^2)}{2P_s}.
\label{ps}
\end{equation}

\section{Excluding multidomain points}

Suppose a fraction $\phi$ of the crystal sits on the opposite branch $P_-$ at the same field. The measured average is $P=P_+-\phi(P_+-P_-)$. Expanding $aP+bP^3$ about $P_+$ gives $f\simeq\kappa\phi(P_+-P_-)$, so the point lies above the line by
\begin{equation}
r\simeq\frac{\kappa\,\phi\,(P_+-P_-)}{P_+}.
\end{equation}
At 2 kV/cm and $\phi=0.005$ this gives 0.2254 kV\,cm/$\mu$C; the full cubic gives 0.2245.

Rejecting points by their residuals is a poor remedy. It can remove good points with large noise, and it misses small domain fractions: in the example 0.62\,\% reversed material at 4 kV/cm lifts the point by about 1.5 standard deviations without noise, and the noisy reading shows an excess of 1.1.

The model supplies a cut in field instead. For $P<0$, $aP+bP^3$ has its maximum where $a+3bP^2=0$, at $P=-\sqrt{-a/3b}$. There $bP^2=-a/3$, so its value is $P(a-a/3)=2aP/3$:
\begin{equation}
E_c=\frac{2(-a)^{3/2}}{3\sqrt{3b}} .
\end{equation}
For $E>E_c$ no opposite homogeneous state exists. A preliminary fit to the upper half of the field range gives $E_c$. Its error follows from $\partial E_c/\partial a=3E_c/2a$ and $\partial E_c/\partial b=-E_c/2b$, with the covariance included. Fields above $E_c+2\sigma(E_c)$ are kept. The start requires half the maximum field to exceed the true $E_c$. As a check, it should exceed the $E_c$ found, but this is not sufficient: domains in the upper half distort the fitted coefficients and can lower the $E_c$ found.

Defects can hold reversed regions above $E_c$, so a guard follows. Take the $m=8$ lowest kept points, fit the others, and form $u_k=f_k\sqrt{w_k}$ for the eight. Their sum contains independent unit-variance noise and the error of the fitted line. With $h=\sum_k\sqrt{w_k}\,v_k^*$ and $C$ the covariance of that fit,
\begin{equation}
T=\frac{\sum_ku_k}{\sqrt{m+h^TCh}} .
\end{equation}
Domains confined to the lowest kept fields make $T$ positive. A reversed fraction that is constant, or that falls slowly up to the top field, also distorts the line fitted to the other points; $T$ can then be near zero or negative, and the guard misses it. A small $T$ is therefore no proof of a single domain. If $T>3$, the whole block is dropped and the test repeated, up to three times. If the third round still drops a block, the remaining data have not been cleared and the loop needs inspection.

The guard was tried on loops with a fraction $\frac12(1-E/8)^2$ pinned at $-P_s$ for $E<8$ kV/cm. In units of the standard deviation of $b$ over repeated loops without pinning, the mean error of $b$ was $-7.5$ without the guard and $-0.07$ with it. The guard restores the mean at a price: the scatter of $b$ over single loops was about 1.4 times that without pinning. The loss of points explains only part of this, since the predicted errors, which allow for it, fell about a tenth short of the scatter. The success also depends on the domains vanishing well inside the measured range.

\section{Pseudocode, cost and stability}

\begin{verbatim}
FIT(points):
  Pstar = P;  w = 1
  repeat 7 times:
    W = w*Pstar*P;  z = Pstar^2
    a, b  from the centred sums
    Pstar = stable root of a*p + b*p^3 = E
    w = 1/(sE^2 + ((a+3*b*Pstar^2)*sP)^2)
  covariance from omega = w*Pstar^2
  return a + 3*b*sP^2, b, covariance

MAIN:
  FIT(E >= Emax/2);  compute Ec, sigma(Ec)
  keep = points with E > Ec + 2*sigma(Ec)
  repeat up to 3 times:
    low = 8 lowest kept;  FIT(keep - low)
    if T > 3: keep = keep - low
    else: stop
  return FIT(keep)
\end{verbatim}

Each pass costs a time proportional to the number of points $N$, and there are at most five fits, so the total cost and the memory are linear in $N$.

The root is found by Newton's method from $p=s+c$, with $s=\sqrt{-a/b}$ and $c=(E/b)^{1/3}$. This start is not below the root, since
\begin{equation}
ap+bp^3=b(s+c)(2sc+c^2)\ge bc^3=E .
\end{equation}
For $p>s$ the cubic is increasing and convex, so the iterates descend to the root without overshooting.

Centring in (\ref{est}) avoids subtracting large, nearly equal sums. It cannot cure a short range of $P^2$: then $Q$ is small and both errors grow. A fit returning $b\le0$ must be rejected, since the branch used for $P^*$ then has no meaning.

Close to the transition, $a\to0^-$, $E_c$ falls as $(-a)^{3/2}$ and more low fields become admissible. But $\kappa=-2a$ at zero field also vanishes, so $\sigma_E\ll\kappa\sigma_P$ fails there and the second small bias grows. Above the transition, $a>0$, there is one homogeneous state at each field. The domain cut is then unnecessary, and Newton's method starts from $p=c$.

\section{Worked example}

The 80 fields run from 0.25 to 20 kV/cm in equal steps, with $\sigma_E=0.05$ kV/cm and $\sigma_P=0.01$ $\mu$C/cm$^2$. The reversed fraction is $\frac12(1-E/4.5)^2$ below 4.5 kV/cm and zero above.

The upper-half fit gives $E_c=4.80\pm0.32$ kV/cm; the value from the input coefficients is 4.97. The cut falls at 5.45 kV/cm and leaves 59 points, from 5.5 kV/cm upward. They yield
\begin{align}
a&=-10.18\pm0.27\ \text{kV\,cm}/\mu\text{C}=(-1.02\pm0.03)\times10^{8}\ \text{V\,m/C},\\
b&=6.07\pm0.09\ \text{kV\,cm}^5/\mu\text{C}^3=(6.07\pm0.09)\times10^{11}\ \text{V\,m}^5/\text{C}^3 .
\end{align}
Both lie within one standard error of the input. The reduced chi-square is 0.84, and its expected scatter for 57 degrees of freedom is $\sqrt{2/57}=0.19$. A maximum-likelihood fit with every true $P$ as an unknown gives $a=-10.17$ and $b=6.07$ in the same units.

The correlation of $a$ and $b$ is $-0.993$. In (\ref{ps}), $P_s^2=10.176/6.074=1.675$, and the numerator is
\begin{equation}
0.0708+0.0243-0.0823=0.0128 .
\end{equation}
Dividing by $6.074^2$ and taking the root gives $\sigma(P_s^2)=0.0186$, hence $P_s=1.294\pm0.007$ $\mu$C/cm$^2$. Without the covariance the error would appear as 0.020.

A rejected point shows the size of the domain effect. At 2 kV/cm, 15.4\,\% is reversed and $P=0.982$ $\mu$C/cm$^2$. The nominal ordinate is $2/0.982=2.04$, whereas the line gives $-10.176+6.074(0.982)^2=-4.32$ kV\,cm/$\mu$C. The excess is 24.9 standard deviations.

Over 3000 such loops the scatter of $a$, $b$ and $P_s$ agrees with the predicted errors within 1\,\%. The mean errors of $a$ and $b$ are $-0.08$ and $+0.08$ standard deviations. With a sampling error of $1/\sqrt{3000}=0.02$ this remainder is real; the data-dependent cut is one possible source, but the contributions were not separated.

\section{Faults that a straight plot hides}

\textbf{Scale of $P$.} If the instrument reports $sP$, substitution gives intercept $a/s$ and slope $b/s^3$, still a perfect line. A reading 5\,\% low moves $b$ by $+1.00$ kV\,cm$^5$/$\mu$C$^3$, eleven standard errors.

\textbf{A sixth-order energy.} A term $cP^6/6$ adds $cx^2$ to $E/P$, with $x=P^2$. About the weighted mean $\bar x$,
\begin{equation}
cx^2=-c\bar x^2+2c\bar x\,x+c(x-\bar x)^2 .
\end{equation}
The first two terms are absorbed as shifts of $a$ and $b$. For an estimate of $c$, take the two-state mean-field law $E=a_0TP_m\operatorname{artanh}(P/P_m)-a_0T_cP$, where $P_m$ is the fully aligned polarization. Its cubic and quintic coefficients are $a_0T/3P_m^2$ and $a_0T/5P_m^4$, so $c=3b/5P_m^2$. A rough $P_m=5$ $\mu$C/cm$^2$ gives $c=0.144$ kV\,cm$^9$/$\mu$C$^5$ and, at the polarizations of the example (for which the top field would rise to about 23 kV/cm), shifts of $-1.16$ in $a$ and $+0.82$ in $b$. With the fields held at 5.5 to 20 kV/cm the shifts are $-1.04$ and $+0.78$; keeping all higher terms of the two-state law at the same $b$ and $P_m$ makes them $-1.21$ and $+0.88$. The third term stays below $0.06$ kV\,cm/$\mu$C over the fitted fields, and the fit absorbs part of it too; the point error at the top field is 0.28. The fitted numbers are then effective coefficients for the field window used.

\textbf{Heating.} Let $a=a_0(T-T_c)$. The polarization part of the entropy is $-a_0P^2/2$, so without heat exchange $C\,dT/T=a_0P\,dP$, with $C$ the volumetric heat capacity at fixed $P$. For small warming from temperature $T$ at $P_s$,
\begin{equation}
\Delta T=\frac{a_0T}{2C}(P^2-P_s^2),\qquad b_{\rm ad}=b+\frac{a_0^2T}{2C}.
\end{equation}
With $a_0=1$ kV\,cm/($\mu$C\,K), $T=440$ K and a rough $C=2.5\times10^6$ J/(m$^3$\,K), the warming is 0.16 K and $b$ rises by 0.088, about one standard error. For a 0.3 mm crystal with its faces held at constant temperature and a rough diffusivity of $5\times10^{-7}$ m$^2$/s, the thermal time, the thickness squared over $\pi^2$ times the diffusivity, is about 0.02 s. The warming left in a 0.25 s sweep is roughly the adiabatic value times the ratio of these times, of order 0.01 K.

\textbf{Series layer and background.} A layer of thickness $t$ and permittivity $\varepsilon_r$ on a crystal of thickness $d\gg t$ adds about $tP/(\varepsilon_0\varepsilon_rd)$ to the applied field and so shifts $a$. For 10 nm, $\varepsilon_r=30$ and 0.3 mm the shift is 0.013 kV\,cm/$\mu$C. If the coefficients are meant for the ordering part of $P$ alone, an unsubtracted background $10\,\varepsilon_0E$ shifts $a$ by $+0.65$ and $b$ by $-0.32$.

\textbf{Relation to a real crystal.} The round parameters lie roughly in the regime of lead germanate, a uniaxial ferroelectric with a second-order transition near 450 K, taken here 10 K below it; they are not measured coefficients. The top field is a fifth of a rough breakdown field of 100 kV/cm. An assumed conductivity of $10^{-10}$ S/m adds 0.0025 $\mu$C/cm$^2$ of leakage charge per sweep, a quarter of $\sigma_P$, and a leakier sample adds proportionately more. Unlike noise, this charge is systematic. If the branch is read with rising field, the charge is largest at the top field, where it moves the point relative to the true line by $-\kappa\,\delta P/P=-0.07$ kV\,cm/$\mu$C, and it lowers the fitted $b$ by about 0.05 kV\,cm$^5$/$\mu$C$^3$, more than half a standard error. At twice this conductivity the shift would exceed the quoted error. If the branch is read with falling field, the charge builds up towards low fields and raises the slope instead. Real crystals need not obey a pure quartic energy, and by the estimates above this alone could move $b$ by 13 to 15\,\%, eight to ten times its statistical error. A quoted error from the regression therefore covers reading noise, not the choice of model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input a = -10.0 kV cm/uC, b = 6.0 kV cm5/uC3
input errors: sE = 0.05 kV/cm, sP = 0.01 uC/cm2
fields: 80 from 0.25 to 20.0 kV/cm
true Ps = 1.2910 uC/cm2, true Ec = 4.969 kV/cm
P at top field = 1.860 uC/cm2
upper-half fit: Ec = 4.80 +- 0.32 kV/cm
cut field = 5.45 kV/cm, lowest kept = 5.5 kV/cm
points kept = 59, reduced chi-square = 0.838
a = -10.176 +- 0.266 kV cm/uC
b = 6.074 +- 0.093 kV cm5/uC3
correlation of a and b = -0.9926
Ps = 1.2944 +- 0.0072 uC/cm2
SI: a = -1.018e+08 +- 2.7e+06 V m/C
SI: b = 6.074e+11 +- 9.3e+09 V m5/C3
max. likelihood: a = -10.173 kV cm/uC, b = 6.073 kV cm5/uC3
naive, all points: a = -1.34 kV cm/uC, b = 2.99 kV cm5/uC3
E = 1 kV/cm: reversed 30.25 %, P = 0.558 uC/cm2, excess 24.2 sigma
E = 2 kV/cm: reversed 15.43 %, P = 0.982 uC/cm2, excess 24.9 sigma
E = 3 kV/cm: reversed 5.56 %, P = 1.287 uC/cm2, excess 11.6 sigma
E = 4 kV/cm: reversed 0.62 %, P = 1.448 uC/cm2, excess 1.1 sigma
lift at 2 kV/cm, f = 0.005: 0.2245, formula 0.2254 kV cm/uC
repeated loops = 3000, mean reduced chi-square = 0.999
bias in standard deviations: a -0.079, b 0.076
scatter/predicted error: a 1.008, b 1.008, Ps 1.009
plain regression: bias of b = -0.0662, predicted -0.0710 kV cm5/uC3
plain regression: bias of b = -0.71 standard deviations
pinned domains, bias of b: guard on -0.07, off -7.5 std dev
shifts below: a in kV cm/uC, b in kV cm5/uC3
P read 5 % low: a -0.526, b 0.998
P^6 energy term, c = 0.144 kV cm9/uC5: a -1.155, b 0.822
eps0 E not subtracted: a 0.068, b -0.033
background permittivity 10 in P: a 0.652, b -0.320
fully adiabatic sweep: a -0.147, b 0.088
adiabatic b shift from formula = 0.088
adiabatic warming from Ps to top field = 0.158 K
thermal time = 0.018 s, sweep = 0.25 s, warming left = 0.012 K
temperature error 0.1 K: a 0.100
series layer 10 nm, permittivity 30, crystal 0.3 mm: a 0.0125
leakage charge at 1e-10 S/m = 0.0025 uC/cm2
rough breakdown field 100 kV/cm / top field = 5.0
\end{verbatim}
